# Hard-Sphere Collisions: Isotropic Scattering and Uniform Recoil Energies

A nitrogen ion of 200 eV that strikes a carbon atom at rest can give it at most 198.81 eV. In a sample of 313140 hard-sphere collisions with random impact points, the recoil energies were sorted into four equal bins between zero and this maximum. The bins received the shares 0.2519, 0.2495, 0.2504 and 0.2482. A glancing touch and a nearly head-on blow are very different events, yet weak and violent recoils are about equally common. The theorem below explains why.

## Assumptions and statement

A projectile of mass $m_1$, velocity $\mathbf v$ and kinetic energy $E=\tfrac12 m_1v^2$ meets a free target of mass $m_2$ at rest. Write $M=m_1+m_2$. The assumptions are:

1. The motion is classical and non-relativistic, and kinetic energy is conserved.
2. The bodies are smooth spheres that do not rotate. They exert no force until their centres are a distance $R$ apart, and then they cannot approach further.
3. The impact parameter $b$ is the distance between the projectile's initial line of flight and the target centre. The lines of flight are spread uniformly over the disc $b<R$.

Let $\theta$ be the deflection of the projectile in the centre-of-mass (CM) frame, and $T$ the kinetic energy of the target after the collision.

**Theorem.** Under these assumptions the CM scattering is isotropic,
$$\frac{d\sigma}{d\Omega}=\frac{R^2}{4},$$
and $T$ is uniformly distributed,
$$p(T)=\frac1{T_{\max}}\quad(0\le T\le T_{\max}),\qquad T_{\max}=\frac{4m_1m_2}{M^2}E .$$

The distribution refers to collisions that occur; lines of flight with $b>R$ are not counted.

## Lemma 1: recoil energy and CM angle

**Lemma.** For any elastic collision with a target at rest, $T=\tfrac12T_{\max}(1-\cos\theta)$.

*Proof.* The centre of mass moves with velocity $\mathbf V=m_1\mathbf v/M$. In its frame the target arrives with velocity $-\mathbf V$. The total momentum there is zero, so the two velocities satisfy $m_1\mathbf w_1=-m_2\mathbf w_2$, and the kinetic energy is
$$\tfrac12m_1w_1^2+\tfrac12m_2w_2^2=\tfrac12m_2w_2^2\left(1+\frac{m_2}{m_1}\right).$$
This energy is the same before and after, so the target's CM speed remains $V$.

Let $\mathbf e$ be the unit vector along $\mathbf v$ and $\mathbf n'$ the projectile's final CM direction, so that $\mathbf e\cdot\mathbf n'=\cos\theta$. The target leaves in the opposite direction, with CM velocity $-V\mathbf n'$. Adding $\mathbf V=V\mathbf e$ gives its laboratory velocity $V(\mathbf e-\mathbf n')$. Hence
$$T=\tfrac12m_2V^2|\mathbf e-\mathbf n'|^2=m_2V^2(1-\cos\theta)=\frac{m_2m_1^2v^2}{M^2}(1-\cos\theta).$$
With $m_1v^2=2E$ the prefactor is $2m_1m_2E/M^2=T_{\max}/2$. $\square$

The maximum belongs to $\theta=\pi$. This lemma does not use the shape of the force. The hard sphere enters through the relation between $\theta$ and $b$.

## Lemma 2: impact parameter and CM angle

**Lemma.** For hard spheres, $b=R\cos(\theta/2)$.

*Proof.* At contact let $\mathbf n$ be the unit vector from the projectile centre to the target centre. Smooth surfaces push along $\mathbf n$, so the target receives momentum $J\mathbf n$ and the projectile $-J\mathbf n$. Energy conservation reads
$$\frac{m_1}{2}\left|\mathbf v-\frac{J}{m_1}\mathbf n\right|^2+\frac{J^2}{2m_2}=\frac{m_1v^2}{2}.$$
Expanding the square and cancelling $m_1v^2/2$ leaves
$$-J\,\mathbf v\cdot\mathbf n+\frac{J^2}{2}\left(\frac1{m_1}+\frac1{m_2}\right)=0 .$$
The root $J=0$ means no collision. The other is $J=2\mu\,\mathbf v\cdot\mathbf n$, where $\mu=m_1m_2/M$ and $1/\mu=1/m_1+1/m_2$. The relative velocity, initially $\mathbf v$, becomes
$$\mathbf g'=\mathbf v-\frac{J}{\mu}\mathbf n=\mathbf v-2(\mathbf v\cdot\mathbf n)\mathbf n .$$
Its component along $\mathbf n$ has been reversed.

The projectile's CM velocity is $m_2/M$ times the relative velocity, so both turn through the same angle $\theta$. Let $\alpha$ be the angle between $\mathbf v$ and $\mathbf n$. Then
$$\cos\theta=\frac{\mathbf v\cdot\mathbf g'}{v^2}=1-2\cos^2\alpha .$$
The centres are $R$ apart at contact, and their separation across the beam is $b$, so $\sin\alpha=b/R$. Therefore
$$\cos\theta=1-2\left(1-\frac{b^2}{R^2}\right)=\frac{2b^2}{R^2}-1 .$$
Since $1+\cos\theta=2\cos^2(\theta/2)$, this is $b^2=R^2\cos^2(\theta/2)$. Both $b$ and $\cos(\theta/2)$ are non-negative for $0\le\theta\le\pi$, which fixes the sign of the root. $\square$

## Proof of the theorem

*Recoil energies.* Insert $\cos\theta=2b^2/R^2-1$ into Lemma 1:
$$T=T_{\max}\left(1-\frac{b^2}{R^2}\right).$$
The recoil is below $t$ when $b^2>R^2(1-t/T_{\max})$. Uniform illumination makes probability equal to a fraction of area, so
$$P(T<t)=\frac{\pi R^2-\pi R^2(1-t/T_{\max})}{\pi R^2}=\frac{t}{T_{\max}} .$$
Differentiation gives $p(t)=1/T_{\max}$.

*Angles.* Let $\varphi$ be the azimuth around the beam. The disc element is $b\,db\,d\varphi=\tfrac12d(b^2)\,d\varphi$. Since $b^2=\tfrac12R^2(1+\cos\theta)$,
$$d\sigma=\frac{R^2}{4}\,|d\cos\theta|\,d\varphi=\frac{R^2}{4}\,d\Omega .$$
The vector $\mathbf g'$ lies in the plane of $\mathbf v$ and $\mathbf n$, and its transverse part points away from the target, on the side where the projectile arrived. The outgoing azimuth is thus the incoming one, which is uniform. Integration over $4\pi$ gives $\sigma=\pi R^2$. $\square$

Energy falls linearly with $b^2$, while the available area grows linearly with $b^2$. Glancing collisions transfer little and are spread over a wide ring; violent ones come from near the centre. Equal steps of energy correspond to equal areas.

In the sample, the relation between $T$ and $b$ held for each collision to rounding accuracy. The unevenness of the bins therefore comes from the random impact points. One standard error of a share is $\sqrt{0.25\times0.75/313140}\approx0.0008$, and the largest departure from 0.25 is about 2.5 of these: a somewhat large fluctuation, which random impact points produce in about one sample out of twenty.

## Remarks on the scope

**Isotropy and uniformity are equivalent.** For an axially symmetric elastic cross section, $d\sigma=2\pi(d\sigma/d\Omega)|d\cos\theta|$. Lemma 1 gives $|d\cos\theta|=2\,dT/T_{\max}$, so
$$\frac{d\sigma}{dT}=\frac{4\pi}{T_{\max}}\frac{d\sigma}{d\Omega}.$$
One side is constant if and only if the other is.

**The laboratory distribution is not isotropic.** The projectile's final laboratory velocity is proportional to $m_1\mathbf e+m_2\mathbf n'$. With $k=m_2/m_1$ and $c=\cos\theta$, the cosine of its laboratory angle $\psi$ is
$$\cos\psi=\frac{1+kc}{\sqrt{1+k^2+2kc}} .$$
To average over uniform $c$, call the root $s$. Then $dc=s\,ds/k$ and $1+kc=(1+s^2-k^2)/2$. For $k\le1$, $s$ runs from $1-k$ to $1+k$, and
$$\langle\cos\psi\rangle=\frac1{4k}\int_{1-k}^{1+k}(1-k^2+s^2)\,ds=\frac1{4k}\left[2k-2k^3+2k+\frac{2k^3}{3}\right]=1-\frac{k^2}{3}.$$
For nitrogen on carbon, $k=12.000/14.003$ gives 0.755. An isotropic distribution would give zero.

**The result depends on dimension.** For discs moving in a plane, $b$ is uniform on a line of length $2R$ and the same $T(b)$ applies. Then $P(T>t)=\sqrt{1-t/T_{\max}}$, and the density $1/\bigl(2T_{\max}\sqrt{1-t/T_{\max}}\bigr)$ favours large recoils.

## Corollary and example

For the uniform density, $\langle T\rangle=T_{\max}/2$ and $\langle T^2\rangle=T_{\max}^2/3$. The variance is $T_{\max}^2(1/3-1/4)=T_{\max}^2/12$. If a recoil above a sharp threshold $E_d<T_{\max}$ displaces the atom from its site, then
$$P(T>E_d)=1-\frac{E_d}{T_{\max}},\qquad \langle T\rangle_{T>E_d}=\frac{E_d+T_{\max}}2 .$$
The nuclear stopping cross section, $S_n=\int T\,d\sigma$, equals $\pi R^2T_{\max}/2$.

For the nitrogen ion in diamond,
$$\frac{T_{\max}}E=\frac{4(14.003)(12.000)}{(26.003)^2}=0.99407,$$
so $T_{\max}=198.81$ eV. The mean recoil is 99.4 eV and the standard deviation 57.4 eV. With a rough threshold of 40 eV, the displacement probability is $1-40/198.81=0.80$, and displacing recoils average $(40+198.81)/2=119.4$ eV.

The energy distribution does not contain $R$, but the collision rate does. Here $R$ is the distance at which the Ziegler–Biersack–Littmark (ZBL) universal repulsion, a screened Coulomb potential fitted for many atom pairs, equals the CM energy $E_c=Em_2/M=92.30$ eV. This gives $R=0.0578$ nm and $\sigma=\pi R^2=0.0105$ nm². A rough lattice constant of 0.357 nm, with eight atoms per cubic cell, gives a density of $8/0.357^3=175.8$ nm⁻³. The mean free path is $1/(175.8\times0.01049)=0.54$ nm. These digits belong to the ZBL model. Density-functional (PBE) energies of a neutral C–N pair at 0.0578 nm are about 80 to 86 eV, depending on the basis, rather than 92 eV. This would lower $R$ by 2 to 4%, lower $\sigma$ by 3 to 7%, and lengthen the path to 0.56–0.58 nm.

A collision at $b=R/2=0.0289$ nm has $\cos(\theta/2)=1/2$, hence $\theta=120^\circ$, and transfers $\tfrac34(198.81)=149.1$ eV.

## When the repulsion is soft

For a repulsive potential $U(r)$, the relative motion has angular momentum $\mu bv$ and energy $E_c=\tfrac12\mu v^2$. With $\phi$ the polar angle of the orbit, $r^2\dot\phi=bv$ in magnitude, and
$$\dot r^2=v^2\left(1-\frac{U}{E_c}-\frac{b^2}{r^2}\right).$$
Dividing $|\dot\phi|$ by $|\dot r|$ and adding the equal inward and outward halves of the orbit gives
$$\theta=\pi-2b\int_{r_{\min}}^\infty\frac{dr}{r^2\sqrt{1-U/E_c-b^2/r^2}} .$$
For the hard sphere, $U=0$ outside $r_{\min}=R$. The substitution $x=b/r$ turns the integral, including its factor $b$, into $\arcsin(b/R)$. Then $\theta=\pi-2\arcsin(b/R)$, in agreement with Lemma 2.

The potential $U=E_c(R/r)^p$ tends to a hard wall at $R$ as $p$ grows. With $E_c$ and $R$ held fixed, orbits were computed for 40 values of $b$ from $0.05R$ to $R$. The largest difference between $T/T_{\max}$ and $1-b^2/R^2$ was 0.123 for $p=12$, 0.061 for $p=48$ and 0.025 for $p=192$. The hard-sphere law is approached, but slowly.

With ZBL orbits at 200 eV, recoils above 40 eV occur out to $b=0.0576$ nm, just inside $R$, whereas hard spheres give them only for $b<R\sqrt{1-40/198.81}=0.0517$ nm. The displacing cross section is therefore 0.0104 nm² instead of the hard-sphere 0.0084 nm², and displacing recoils average 94 eV instead of 119 eV. Only 27% of them lie in the upper half of the range from 40 eV to $T_{\max}$, where the theorem puts 50%. A soft potential also acts at $b>R$, where a large area contributes recoils too weak to displace. They do count in the nuclear stopping cross section, which is 1.38 eV nm², against 1.04 eV nm² for hard spheres. At 200 eV, a contact distance chosen from the head-on approach thus gives the scale of these quantities, but not the shape of the recoil spectrum.

## Use for implantation into diamond

A nitrogen ion implanted at 5 keV, for example, has 200 eV only late in its slowing down. At 5 keV the hard-sphere mean displacing recoil would be 2505 eV, while ZBL orbits give 420 eV, six times less. Hard contact accounts for this difference, and uniform recoils should not be used at the implant energy. Conservation of kinetic energy also holds less well there: the electronic loss estimated below grows in proportion to the ion speed and reaches about a third of the ZBL nuclear stopping at 5 keV (0.73 against 2.1 eV nm²). ZBL is itself an approximate pair potential that leaves out chemical bonding, so these comparisons measure model against model. In a crystal, channelling through the open space between rows of atoms also breaks the uniform spread of impact points; its effect is not estimated here.

Other omissions at 200 eV are these:

- **Electronic loss.** The approximate Lindhard–Scharff formula gives an electronic stopping cross section of 0.145 eV nm². Multiplied by the density and the mean free path, at fixed ion speed, this is about 14 eV between hard-sphere collisions, or 14% of the mean recoil. The formula assumes an electron gas without a band gap. In such a gas with diamond's valence density, one encounter with so slow an ion gives an electron at most about 2 eV, less than diamond's gap of about 5.5 eV. The formula may therefore overestimate the loss.
- **Target motion.** A Debye solid has zero-point kinetic energy $\tfrac9{16}k_B\Theta_D$ per atom, which is 0.097 eV for a rough $\Theta_D=2000$ K. Over all directions of a target velocity with this energy, the upper recoil edge shifts by at most 0.8 eV, or 0.4%.
- **Neighbouring atoms.** Displacing ZBL collisions have $b<0.058$ nm, less than half the bond length, 0.077 nm. This alone does not make them two-body events. The nearest neighbours of the struck atom are 0.155 nm from it, but a bond tilted towards the beam can bring one onto the ion's line of flight. The ion may then be deflected by that neighbour as well. The two-body picture is therefore only approximate, and its error is not estimated here.

## Wave mechanics

For wave number $k_w=\mu v/\hbar$, a wave that vanishes at $r=R$ has phase shifts $\tan\delta_l=j_l(k_wR)/y_l(k_wR)$, where $j_l$ and $y_l$ are the spherical Bessel functions. Its scattering amplitude is
$$f(\theta)=\frac1{k_w}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),\qquad \frac{d\sigma}{d\Omega}=|f|^2 .$$
In the example $k_wR=309$. Summing the series gives $R^2/4$ to within 0.5% at the computed angles above 1 radian. The total cross section, however, is $2.04\,\pi R^2$, about twice the classical value. Departures above 5% occur only below about $30^\circ$ (the last is at $30.1^\circ$), and the excess lies at small angles: more than 85% of it falls below $1^\circ$.

The angular scale $1/(k_wR)$ is just $0.2^\circ$, so noticeable wave corrections reach far beyond the scale of the central diffraction peak. By Lemma 1, $30^\circ$ corresponds to a recoil of 13 eV, below the displacement threshold. For a sharp sphere at this energy, the classical cross section for displacing recoils therefore survives to within 5%. A uniform distribution over all quantum scattering events does not, because about half of them belong to the small-angle excess. The full set of values is in the numerical output.

## Numbers as computed

```
Nitrogen mass 14.003 u, carbon mass 12.000 u
Ion energy 200 eV; CM energy 92.30 eV
Displacement threshold (rough) 40 eV
Lattice constant (rough) 0.357 nm
Debye temperature (rough) 2000 K
Kinematic factor Tmax/E 0.99407
Maximum recoil energy 198.81 eV
Mean recoil energy 99.41 eV
Standard deviation of recoil 57.39 eV
Contact distance R 0.05780 nm
Hard-sphere cross section 0.01049 nm2
Differential cross section R^2/4 8.352e-04 nm2/sr
Atomic density 175.8 nm^-3
Mean free path 0.542 nm
At b=R/2: b 0.02890 nm, CM angle 120.0 deg
At b=R/2: recoil energy 149.11 eV
Probability of recoil above threshold 0.7988
Hard-sphere mean displacing recoil 119.41 eV
Sampled collisions 313140
Sampled shares in four equal energy bins 0.2519 0.2495 0.2504 0.2482
Largest gap of sampled distribution 0.00234
Mean laboratory cosine of ion angle 0.7552
Power 12: largest gap in T/Tmax for b<=R 0.1234
Power 48: largest gap in T/Tmax for b<=R 0.0610
Power 192: largest gap in T/Tmax for b<=R 0.0248
ZBL screening length 0.01524 nm
ZBL displacing impact parameter 0.05757 nm
Half bond length 0.07729 nm
Displacing cross section, hard 0.00838 nm2
Displacing cross section, ZBL 0.01041 nm2
ZBL mean displacing recoil 93.86 eV
ZBL upper-half share at 200 eV 0.2740 (hard 0.5)
Nuclear stopping, hard 1.0433 eV nm2
Nuclear stopping, ZBL 1.3788 eV nm2
Implant energy for comparison 5000 eV
At implant energy: hard mean displacing 2505.2 eV
At implant energy: ZBL mean displacing 420.0 eV
At implant energy: ZBL upper-half share 0.0332
Electronic stopping cross section 0.1454 eV nm2
Electronic loss per mean free path 13.85 eV
Zero-point kinetic energy per atom 0.0969 eV
Largest shift of upper recoil edge 0.773 eV
Wave number times R 308.8
Quantum total cross section / (pi R^2) 2.0433
Wave effects above 5% only below 30.12 deg
Recoil energy at that angle 13.420 eV
```
